# Zero-field escape of an electron from a point cation

## Capture without attraction

Electrons are released at a steady rate on a spherical shell of radius $r$. They diffuse with coefficient $D$ and do not act on each other. A sphere of radius $a<r$ at the centre absorbs every electron that touches it. What fraction is absorbed?

Let $n(s)$ be the steady density at distance $s$ from the centre. The outward current through a sphere of radius $s$ is $I=-4\pi D s^2\,dn/ds$. No electrons are created or lost between the shell and either boundary, so $I$ is constant on each side of the shell: $I=-I_{\rm in}$ inside and $I=I_{\rm out}$ outside. Integrating with $n(a)=0$ and $n(\infty)=0$ gives

$$
n(s)=\frac{I_{\rm in}}{4\pi D}\left(\frac1a-\frac1s\right)\ (s<r),\qquad
n(s)=\frac{I_{\rm out}}{4\pi D\,s}\ (s>r). \tag{1}
$$

The density is continuous at $s=r$, since a jump would drive an infinite diffusion current. Equating the two forms there gives $I_{\rm in}/a=(I_{\rm in}+I_{\rm out})/r$, and hence

$$
\frac{I_{\rm in}}{I_{\rm in}+I_{\rm out}}=\frac ar . \tag{2}
$$

Because the electrons are independent, this fraction of currents is also the probability that a single electron is eventually captured. For $a=0.5$ nm and $r=4$ nm it is 0.125. As $a\to0$ it vanishes: a point absorber without attraction captures nothing. With a Coulomb attraction the outcome is different.

## The current in a Coulomb field

Place a fixed cation of charge $+e$ at the centre. The electron, of charge $-e$, moves in a continuum of relative permittivity $\varepsilon_r$ at temperature $T$. There is as yet no applied field, no other charge and no trap, and $D$ is uniform. The potential energy is $V(s)=-e^2/(4\pi\varepsilon_0\varepsilon_r s)$. Define the Onsager radius as the distance at which its magnitude equals $k_BT$:

$$
R=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r k_BT},\qquad \frac{V(s)}{k_BT}=-\frac Rs . \tag{3}
$$

The radial force is $-dV/ds=-k_BT\,R/s^2$. By the Einstein relation, a force $F$ produces the drift velocity $DF/k_BT$, here $-DR/s^2$. Adding drift to diffusion and multiplying by $4\pi s^2$ gives the outward current

$$
I=-4\pi D\left(s^2\frac{dn}{ds}+Rn\right). \tag{4}
$$

The steady Smoluchowski equation states that $I$ is constant wherever there is no source. To integrate it, put $g=n\,e^{-R/s}$. Since $d(-R/s)/ds=R/s^2$,

$$
\frac{dg}{ds}=e^{-R/s}\left(\frac{dn}{ds}+\frac{R}{s^2}n\right)
\quad\Rightarrow\quad
\frac{dg}{ds}=-\frac{I}{4\pi D}\,\frac{e^{-R/s}}{s^2}. \tag{5}
$$

When $I=0$, $g$ is constant and $n\propto e^{R/s}$, which is the Boltzmann distribution.

One electron starts at a point, not on a shell. By rotational symmetry, however, every point of the shell has the same escape probability, so the shell gives the answer for each of its points.

## Escape between two spheres

Let a sphere of radius $a$ absorb and a sphere of radius $b>r$ collect, so that $g(a)=g(b)=0$. The integral needed is

$$
\int\frac{e^{-R/s}}{s^2}\,ds=\frac{e^{-R/s}}{R}. \tag{6}
$$

Inside the shell $I=-I_{\rm in}$. Integrating (5) from $a$ to $r$ gives

$$
g(r)=\frac{I_{\rm in}}{4\pi DR}\left(e^{-R/r}-e^{-R/a}\right). \tag{7}
$$

Outside, $I=I_{\rm out}$. Integrating from $r$ to $b$ gives $0-g(r)$ on the left, so

$$
g(r)=\frac{I_{\rm out}}{4\pi DR}\left(e^{-R/b}-e^{-R/r}\right). \tag{8}
$$

Both expressions are the same number. Therefore $I_{\rm out}$ is proportional to the bracket in (7), and $I_{\rm in}$ to the bracket in (8). In their sum $e^{-R/r}$ cancels, and the probability of reaching $b$ before $a$ is

$$
P=\frac{I_{\rm out}}{I_{\rm in}+I_{\rm out}}
=\frac{e^{-R/r}-e^{-R/a}}{e^{-R/b}-e^{-R/a}} . \tag{9}
$$

As a test, 10,000 Brownian trajectories were started at $r=R$ with $a=0.2R$ and $b=5R$. The fraction 0.442 reached the outer sphere, against 0.445 from (9); the statistical standard error is 0.005.

Escape means that the electron is never captured, however long one waits. This is the limit $b\to\infty$, where $e^{-R/b}\to1$. Then let $a\to0$ at fixed $R>0$, so that $e^{-R/a}\to0$:

$$
\boxed{P(r)=e^{-R/r}} \tag{10}
$$

Far away, $r\gg R$, the capture probability is $1-P\simeq R/r$. By (2), this is what a neutral absorbing sphere of radius $R$ would give. At $r=R$ the escape probability is $e^{-1}$, and closer in it falls steeply.

## What the point absorber means

When $a$ and $R$ are both much smaller than $r$, nearly every electron escapes, but the small capture probability depends on which of the two is larger. For $a\ll R$ it is $R/r$, as found above. If instead $R\to0$ at fixed $a$, with $b=\infty$, expanding the exponentials in (9) to first order gives

$$
P\to\frac{R/a-R/r}{R/a}=1-\frac ar , \tag{11}
$$

which is the free result (2). The point cation captures electrons because the attraction brings them in.

The density shows how. Applying (7) at any $s$ between $a$ and $r$, and using $n=g\,e^{R/s}$,

$$
n(s)=\frac{I_{\rm in}}{4\pi DR}\left(1-e^{R/s-R/a}\right). \tag{12}
$$

For $a\to0$ at fixed $s$ the exponential vanishes and the density is constant. Its gradient is then zero, and (4) gives $I=-4\pi DRn=-I_{\rm in}$: drift alone carries the whole inward current. The condition $n(a)=0$ survives in a layer next to the absorber. There $R/s-R/a\simeq-R(s-a)/a^2$, so the layer has thickness $a^2/R$ and disappears with $a$. Setting $n(0)=0$ in the point problem would therefore be wrong; the point absorber is the limit of small absorbing spheres.

## The same result from a single electron

Equation (10) can also be found without a source. In a short time $dt$ the electron moves by a random displacement with mean $\mathbf v\,dt$ and variance $2D\,dt$ along each axis, where $\mathbf v=-(DR/r^2)\hat{\mathbf r}$. Its chance of escape must equal the average chance after this displacement. Expanding that average to first order in $dt$ gives $D\nabla^2P+\mathbf v\cdot\nabla P=0$, or

$$
P''+\left(\frac2r-\frac R{r^2}\right)P'=0 . \tag{13}
$$

For $P=e^{-R/r}$ one has $P'=(R/r^2)P$ and $P''=(R^2/r^4-2R/r^3)P$. The remaining terms are $(2R/r^3-R^2/r^4)P$, and the sum is zero. The boundary values $P(0)=0$ and $P(\infty)=1$ also hold.

The value of $D$ does not appear, but its uniformity matters. Suppose the coefficient is $D/2$ everywhere inside the starting radius and $D$ outside. Write $p=e^{-R/r}$ and take $a\to0$, $b\to\infty$. Equation (7) acquires a factor 2, and matching gives $2I_{\rm in}p=I_{\rm out}(1-p)$. Hence

$$
P=\frac{2p}{2p+(1-p)}=\frac{2p}{1+p}, \tag{14}
$$

nearly twice $p$ when $p$ is small. Slow motion inside the starting radius favours escape: for a given density on the shell, it halves the inward current and leaves the outward one unchanged.

## A weak applied field

Let a uniform field exert a force $eE$ on the electron along $+z$, and put $\beta=eE/(2k_BT)$. The field adds the drift velocity $2\beta D\hat{\mathbf z}$, so the escape probability obeys

$$
\nabla^2P-\frac R{r^2}\frac{\partial P}{\partial r}+2\beta\frac{\partial P}{\partial z}=0 . \tag{15}
$$

Write $P=P_0+\beta P_1$ with $P_0=e^{-R/r}$, and let $L$ denote the first two terms of (15) as an operator. At first order,

$$
LP_1=-2\cos\theta\,\frac{R}{r^2}P_0 . \tag{16}
$$

Here $\theta$ is the angle between the starting position and $+z$. Since $LP_0=0$ and the angular part of the Laplacian gives $L(P_0\cos\theta)=-(2/r^2)P_0\cos\theta$, a solution that vanishes at the cation is

$$
P_1=R\,P_0\,(c+\cos\theta). \tag{17}
$$

The constant $c$ is fixed far from the cation. For $r\gg R$ the Coulomb drift is negligible at leading order, and $Q=1-P$ obeys $\nabla^2Q+2\beta\,\partial_zQ=0$. Substituting $Q=e^{-\beta z}f$ gives $\nabla^2f=\beta^2f$, whose decaying spherical solution is $f\propto e^{-\beta r}/r$. The prefactor is $R$, because $Q$ must become $R/r$ as $\beta\to0$. Thus

$$
P\simeq1-\frac Rr e^{-\beta r(1+\cos\theta)}
\simeq1-\frac Rr+\beta R(1+\cos\theta), \tag{18}
$$

where the second form holds for $R\ll r\ll1/\beta$. In the same range (17) gives $1-R/r+\beta R(c+\cos\theta)$ at leading order, so $c=1$. Any further solution of $LP_1=0$ that vanishes at the cation and depends on angle grows as a power of $r$; (18) has no such term at first order in $\beta$. To first order in the field,

$$
P=e^{-R/r}\left[1+\frac{eER}{2k_BT}(1+\cos\theta)\right]. \tag{19}
$$

For starting directions spread uniformly, $\cos\theta$ averages to zero and the factor is $1+eER/(2k_BT)$. A numerical solution of (15) for $r=4$ nm and $\beta R=0.050$ gave a mean gain of 0.0499, with a mesh error of about 1%. The exact value is 0.0505, slightly above the linear 0.050 because the second-order term is positive here.

## Scavengers

Neutral molecules that trap electrons compete with the cation. If an electron is trapped at rate $k$, its probability $W$ of recombining with the cation satisfies the balance that led to (13), with a loss term:

$$
W''+\left(\frac2r-\frac R{r^2}\right)W'=\kappa^2W,\qquad \kappa^2=\frac kD . \tag{20}
$$

The boundary values are $W(a)=1$ and $W(\infty)=0$. For dilute trapping spheres of radius $\rho$ and number density $c_s$, the rate can be estimated from free diffusion. This neglects the electron's Coulomb drift past the spheres, which is justified only where $R\rho/r^2\ll1$. By relative motion, one may hold the electron fixed and let the scavengers diffuse with coefficient $D$ towards it. Their density is $c_s(1-\rho/s)$, their inward current is $k=4\pi D\rho c_s$, and so $\kappa^2=4\pi\rho c_s$. Again $D$ cancels.

## Example: an electron in a polymer resist

Take rough values typical of an organic resist exposed to extreme ultraviolet light: $\varepsilon_r=3$, $T=300$ K, a starting distance $r=4$ nm after the electron has lost its excess energy, and a capture radius $a=0.5$ nm. The Coulomb energy at the start has magnitude 120.0 meV, while $k_BT=25.85$ meV. Then

$$
\frac Rr=\frac{120.0}{25.85}=4.642,\qquad
R=4.642\times4\ \text{nm}=18.57\ \text{nm}, \tag{21}
$$

$$
P=e^{-4.642}=0.0096 . \tag{22}
$$

About one electron in a hundred escapes. The capture radius is immaterial here, since $e^{-R/a}$ is about $10^{-16}$. The starting distance matters greatly: $d\ln P/dr=R/r^2$ is 1.16 per nm at 4 nm. The probability is 0.002 from 3 nm, 0.045 from 6 nm and 0.16 from 10 nm. Half of the electrons would escape from $R/\ln2=26.8$ nm.

The following changes are made one at a time, with the other inputs held fixed.

- **Wider capture.** A capture radius of 2 nm, standing for tunnelling to the cation, gives 0.0095, a reduction of about 1%.
- **Spread of distances.** A Gaussian cloud of starting points with mean distance 4 nm gives 0.018, larger by a factor 1.90. The function $e^{-R/r}$ is convex for $r<R/2$, where nearly all of this cloud lies, so the more distant electrons gain more than the nearer ones lose.
- **Permittivity and temperature.** With $\varepsilon_r=2.5$, as if slow polarization could not follow the electron, $P$ is 0.0038. At 310 K it is 0.0112.
- **Finite film.** Collection on a sphere of radius 15 nm, the half thickness of a 30 nm film, gives 0.033. If image forces at the faces are neglected, this is an upper bound for a cation at mid-plane, since the electron must cross that sphere before it can reach either face of the film.
- **Applied field.** For 0.01 MV/cm, the linear factor is 1.36 and the numerical solution of (15) gives 1.38. Even this modest field is not a small perturbation, because $R$ is large.
- **A second cation.** Two cations at one point double $R$ and give $9\times10^{-5}$. This ignores the second electron, which would screen the charge.
- **Discrete hops.** A 0.5 nm hop towards the cation from 4 nm changes the energy by roughly $0.7\,k_BT$, so the continuum is only marginal. On a cubic lattice, symmetric rates, proportional to $e^{-\Delta U/2k_BT}$ for a hop that changes the energy by $\Delta U$, give 0.0093 for a start on a lattice axis. Miller–Abrahams rates, which do not speed up downhill hops, give 0.0133 when the continuum value is imposed beyond 12 nm and 0.0138 when that boundary is moved to 24 nm. Averaged over sites near 4 nm, the latter figure becomes about 0.0127, against 0.0094 for symmetric rates. The Miller–Abrahams rate is the symmetric rate times $e^{-|\Delta U|/2k_BT}$. This factor is smallest near the cation, where the energy steps are largest, so motion there is slower relative to motion farther out. As in (14), that favours escape.

The assumption of no traps fails in a chemically amplified resist, whose acid-generator molecules can capture electrons. They are treated here as neutral spheres; many are onium salts, whose ions lie outside this model. With rough values $c_s=0.1\ \text{nm}^{-3}$ and $\rho=0.5$ nm, $1/\kappa=1.26$ nm, shorter than the starting distance. Equation (20) then gives recombination for 0.37 of the electrons and scavenging for 0.63, against an escape probability near 0.01 without scavengers. The dilute rate law is strained at this loading. Moreover, $R\rho/r^2$ is 0.58 at 4 nm and 2.3 at 2 nm, so the neglected drift carries the electron past more traps than free diffusion would, and 0.37 overestimates the recombination. The correction is large: a trapping rate that includes the drift lowers it to about 0.25, and Brownian paths among fixed random spheres give about 0.23. These fractions are therefore only rough estimates. They nevertheless show that (10) should not be read as the acid yield: an electron need not escape to infinity to reach an acid generator. One absorbed photon can also release several electrons within a few nanometres, so the isolated pair is itself an idealization. Energetic disorder, motion of the cation and the correlated motion of several electrons are left out of all these figures. The full set of values is in the numerical output.

## Computed values

```
relative permittivity (rough input): 3.0
temperature: 300 K
starting distance (rough input): 4.0 nm
capture radius (rough input): 0.5 nm
thermal energy kB T: 25.85 meV
Coulomb energy size at start: 120.0 meV
Onsager radius R: 18.57 nm
R/r at start: 4.642
escape probability exp(-R/r): 0.00964
escape from 2 nm: 9.296e-05
escape from 3 nm: 2.052e-03
escape from 6 nm: 4.530e-02
escape from 10 nm: 1.562e-01
distance for half escape: 26.8 nm
exp(-R/a) for the capture radius: 7.5e-17
shell source at 3.001 nm: numerical 0.00206, exp(-R/r) 0.00206
shell source at 3.999 nm: numerical 0.00963, exp(-R/r) 0.00963
shell source at 10.009 nm: numerical 0.15647, exp(-R/r) 0.15644
shell source at 30.024 nm: numerical 0.53890, exp(-R/r) 0.53880
captured without attraction: 0.1250
Brownian escape, r=R, a=0.2R, b=5R: 0.442
two-sphere formula, same case: 0.445
Neglected effects, escape probability or factor:
capture radius 2 nm: 0.00955
Gaussian cloud, mean 4 nm: 0.01829
cloud / fixed distance: 1.90
permittivity 2.5: 0.00381
temperature 310 K: 0.01120
collected at 15 nm: 0.03324
D halved inside start, factor: 1.981
two cations at one point: 9.30e-05
weak-field test, e E R/(2 kB T): 0.050
weak-field test, numerical mean gain: 0.0499
local field (rough input): 0.01 MV/cm
linear field factor: 1.359
numerical field factor: 1.383
hop length (rough input): 0.5 nm
hopping, symmetric rates: 0.00927
hopping, Miller-Abrahams rates: 0.01332
scavenger density (rough input): 0.10 nm^-3
scavenger capture radius (rough): 0.5 nm
scavenging length 1/kappa: 1.26 nm
recombined, with scavengers: 0.370
scavenged before recombination: 0.630
```
